\section*{Thermocouple voltage arises along the wires, not at the junction contacts}

\section{Definitions and conventions}

Two homogeneous wires, A and B, are joined at a hot junction at temperature $T_h$. Their other ends, at $T_c$, are connected to two meter leads of one material L. The loop is followed from the lead on A, through A, across the hot junction, through B, to the lead on B; $x$ is the distance along this path. No current flows, and each junction is isothermal: its whole contact region has one temperature.

The elementary charge $e$ is positive, so an electron has charge $-e$. Let $\phi$ be the electrostatic potential inside the material and $\mu$ the chemical potential of the electrons, measured from the local electrostatic energy $-e\phi$. The electrochemical potential and the voltage are
\begin{equation}
\bar\mu=\mu-e\phi,\qquad V=-\frac{\bar\mu}{e}=\phi-\frac{\mu}{e}.
\label{eq:V}
\end{equation}
A voltmeter responds to differences of $V$, because a difference of $\bar\mu$ is what drives current between two points at the same temperature. Its two leads are the same material at the same temperature and have equal $\mu$, so between them $\Delta V=\Delta\phi$. Inside the loop, where material and temperature change, $V$ and $\phi$ behave differently.

The Seebeck coefficient $S$ is defined at zero current by
\begin{equation}
\frac{dV}{dx}=-S\,\frac{dT}{dx}.
\label{eq:S}
\end{equation}
The change of $\phi$ across a junction is called its contact step.

The claim to be examined is that a thermocouple's voltage is the imbalance between the contact steps at its hot and cold junctions. If that were so, two wires with no contact step between them at any temperature could give no voltage.

\section{A counter-example: no contact step, yet a voltage}

\subsection{The model and its zero-current condition}

Each conductor has a parabolic band with the free-electron mass, a fixed electron density $n$, and a relaxation time $\tau\propto\varepsilon^{r}$, where $\varepsilon$ is the kinetic energy. The band edge lies at $U=-e\phi$ in every material, so here $\mu$ is also measured from the band edge. The local equilibrium distribution is
\begin{equation}
f_0=\frac{1}{e^{y}+1},\qquad y=\frac{\varepsilon-\mu(x)}{k_BT(x)} .
\end{equation}
In the relaxation-time approximation the stationary Boltzmann equation is
\begin{equation}
v_x\frac{\partial f}{\partial x}-\frac{dU}{dx}\frac{\partial f}{\partial p_x}=-\frac{f-f_0}{\tau}.
\end{equation}
To first order in the gradients, $f$ on the left may be replaced by $f_0$. Since $\partial\varepsilon/\partial p_x=v_x$, we have $\partial f_0/\partial p_x=v_x\,\partial f_0/\partial\varepsilon$, and
\begin{equation}
f-f_0=-\tau v_x\left(\frac{\partial f_0}{\partial x}-\frac{dU}{dx}\frac{\partial f_0}{\partial\varepsilon}\right),
\end{equation}
with $\partial f_0/\partial x$ taken at fixed $\varepsilon$. The part $f_0$ is even in velocity and carries no current. The current is therefore proportional to the sum of $v_x(f-f_0)$ over states. By isotropy $v_x^2$ averages to $v^2/3$. With $v^2\propto\varepsilon$ and a density of states $\propto\varepsilon^{1/2}$, the weight $\tau v^2$ per unit energy is $\varepsilon^{p}$, where $p=r+\tfrac32$. Zero current then requires
\begin{equation}
\frac{dU}{dx}=\frac{\int\varepsilon^{p}\,(\partial f_0/\partial x)\,d\varepsilon}{\int\varepsilon^{p}\,(\partial f_0/\partial\varepsilon)\,d\varepsilon}.
\label{eq:zero}
\end{equation}

Differentiating $y$ gives
\begin{equation}
\frac{\partial y}{\partial x}=-\frac{1}{k_BT}\left[\frac{d\mu}{dx}+\frac{\varepsilon-\mu}{T}\frac{dT}{dx}\right],\qquad
\frac{\partial y}{\partial\varepsilon}=\frac{1}{k_BT},
\end{equation}
and hence
\begin{equation}
\frac{\partial f_0}{\partial x}=-\frac{\partial f_0}{\partial\varepsilon}\left[\frac{d\mu}{dx}+\frac{\varepsilon-\mu}{T}\frac{dT}{dx}\right].
\end{equation}
Let $\langle\cdots\rangle$ be the average over energy with weight $\varepsilon^{p}(-\partial f_0/\partial\varepsilon)$. Equation~\eqref{eq:zero} becomes
\begin{equation}
\frac{dU}{dx}=-\frac{d\mu}{dx}-\frac{\langle\varepsilon-\mu\rangle}{T}\frac{dT}{dx}.
\label{eq:dU}
\end{equation}
Because $\mu+U=\bar\mu=-eV$, moving $d\mu/dx$ to the left and dividing by $-e$ gives
\begin{equation}
\frac{dV}{dx}=\frac{\langle\varepsilon-\mu\rangle}{eT}\frac{dT}{dx},\qquad
S=-\frac{\langle\varepsilon-\mu\rangle}{eT}.
\label{eq:Smodel}
\end{equation}
However large the contact field is, it enters together with the gradient of $\mu$, as $d\bar\mu/dx$.

To evaluate $S$, put $\eta=\mu/k_BT$ and $F_j=\int_0^\infty t^j\,dt/(e^{t-\eta}+1)$. Integration by parts turns $\int\varepsilon^{p}(-\partial f_0/\partial\varepsilon)\,d\varepsilon$ into $p\,(k_BT)^{p}F_{p-1}$; the boundary terms vanish for $p>0$. The same step with $p+1$ gives the numerator of $\langle\varepsilon\rangle$, so
\begin{equation}
S=-\frac{k_B}{e}\left[\frac{(p+1)F_p}{p\,F_{p-1}}-\eta\right].
\label{eq:SF}
\end{equation}

\subsection{Two wires that differ in scattering alone}

Let wire A have $n=10^{19}\,\mathrm{cm^{-3}}$ and $r=-\tfrac12$, and let its partner A$'$ have the same density and $r=+\tfrac12$. The chemical potential follows from $n\propto T^{3/2}F_{1/2}(\eta)$, which does not contain $\tau$. Hence $\mu_A(T)=\mu_{A'}(T)$ at every temperature.

At an isothermal contact $dT/dx=0$, and Eq.~\eqref{eq:dU} reduces to $dU=-d\mu$, that is,
\begin{equation}
\Delta\phi=\frac{\Delta\mu}{e}.
\label{eq:step}
\end{equation}
The step between A and A$'$ is therefore zero. The steps L/A and A$'$/L, both at $T_c$, are equal and opposite. The contact account predicts zero voltage.

The Seebeck coefficients nevertheless differ. For dilute carriers ($e^\eta\ll1$), $F_j\simeq\Gamma(j+1)e^\eta$, so $F_p/F_{p-1}=p$ and
\begin{equation}
S\simeq-\frac{k_B}{e}\left(r+\tfrac52-\eta\right).
\label{eq:dilute}
\end{equation}
A larger $r$ gives more weight to energetic electrons, and a stronger gradient of $V$ is needed to stop their flow. With equal $\eta$ and $r$ larger by one, integrating Eq.~\eqref{eq:S} up A and down A$'$ gives
\begin{equation}
\Delta V\simeq-\frac{k_B(T_h-T_c)}{e}.
\end{equation}
For $T_c=300$~K and $T_h=400$~K this is $-8.62$~mV. The zero-current condition, evaluated numerically around the loop, gives $-8.29$~mV, and so does the integral of Eq.~\eqref{eq:SF}.

The difference of 4\% from the dilute value comes from degeneracy. With $z=e^\eta$, the next term is $F_j\simeq\Gamma(j+1)(z-z^2/2^{j+1})$. To first order in $z$, the ratio in Eq.~\eqref{eq:SF} becomes
\begin{align}
\text{A}\ (p=1):&\quad \frac{2F_1}{F_0}\simeq2\,\frac{1-z/4}{1-z/2}\simeq2+\frac z2,\\
\text{A}'\ (p=2):&\quad \frac{3F_2}{2F_1}\simeq3\,\frac{1-z/8}{1-z/4}\simeq3+\frac{3z}{8}.
\end{align}
Their difference is $1-z/8$ instead of 1. The computed $\mu_A$ is $-20.2$~meV at 300~K and $-43.4$~meV at 400~K, where $k_BT$ is 25.9 and 34.5~meV. This gives $z\simeq0.46$ and $0.28$, factors $0.94$ and $0.96$, and a voltage near $-8.2$~mV, close to the full result.

The converse case also occurs: contact steps that do not balance, and yet no voltage. Take two dilute wires, the second with $r$ larger by one and with a density larger by the factor 2.718, the base of natural logarithms. Since $n\propto T^{3/2}e^{\eta}$ for dilute carriers, its $\eta$ is also larger by one. By Eq.~\eqref{eq:dilute} the two Seebeck coefficients are then equal at every temperature, and the voltage is zero. The contact step between the wires, however, is $\Delta\mu/e=k_BT/e$, which is 8.62~mV larger at 400~K than at 300~K. An imbalance of the contact steps is thus neither necessary nor sufficient for a thermocouple voltage.

\section{The correct statement and its proof}

For homogeneous wires, isothermal junctions, identical leads at one temperature and zero current,
\begin{equation}
V_{\text{lead on B}}-V_{\text{lead on A}}=\int_{T_c}^{T_h}(S_B-S_A)\,dT .
\label{eq:law}
\end{equation}
$V$ does not change across a junction; it changes where a wire has a temperature gradient.

\emph{Junctions.} If the material varies smoothly on the scale of the mean free path, Eq.~\eqref{eq:S} holds locally, and $dT=0$ gives $\Delta V=0$. At an abrupt junction the local equation fails, but a simpler argument applies. Between two sides at the same temperature, a small difference $\Delta V$ drives a current $G\,\Delta V$ with junction conductance $G>0$. Zero current therefore requires $\Delta V=0$. By Eq.~\eqref{eq:V}, $\phi$ then jumps by $\Delta\mu/e$, which is Eq.~\eqref{eq:step} again.

\emph{Wires.} In a homogeneous wire $S$ depends on position through $T$ alone. If $\Sigma(T)$ is a function with $d\Sigma/dT=S$, then
\begin{equation}
\int S\,\frac{dT}{dx}\,dx=\Sigma(T_{\text{end}})-\Sigma(T_{\text{start}}),
\end{equation}
whatever the temperature profile in between, provided $T$ varies slowly on the scale of the mean free path and of the screening length, so that Eq.~\eqref{eq:S} holds locally and the carrier density keeps its neutral value.

\emph{Sum.} Wire A is traversed from $T_c$ to $T_h$ and wire B from $T_h$ to $T_c$, so
\begin{equation}
\Delta V=-\int_{T_c}^{T_h}S_A\,dT-\int_{T_h}^{T_c}S_B\,dT=\int_{T_c}^{T_h}(S_B-S_A)\,dT .
\end{equation}
This proof uses the definition of $S$, not the model formula~\eqref{eq:SF}, so it is not tied to parabolic bands or to the relaxation-time approximation. It does assume that Eq.~\eqref{eq:S} is a local, linear relation with a scalar $S$ along the wire.

Two consequences follow. A third, homogeneous metal inserted with both its ends at one temperature contributes $\Sigma(T)-\Sigma(T)=0$. A hot spot inside a homogeneous wire, wide compared with those lengths, contributes nothing either, because what the wire gains on the way up it loses on the way down.

\section{What cancels around the loop}

It is tempting to add that the contact steps cancel around the loop. In an isothermal loop they do: each step is a difference of $\mu/e$, and the path ends in the material where it began. In a heated loop their sum is
\begin{align}
e\sum_{\text{junctions}}\Delta\phi
&=[\mu_A-\mu_L]_{T_c}+[\mu_B-\mu_A]_{T_h}+[\mu_L-\mu_B]_{T_c}\nonumber\\
&=[\mu_B-\mu_A]_{T_h}-[\mu_B-\mu_A]_{T_c},
\label{eq:steps}
\end{align}
which is in general not zero, because the difference $\mu_B-\mu_A$ depends on temperature. What does cancel is the sum of all changes of $\mu$, namely the jumps at the junctions together with the drift along the wires, since $\mu$ is a function of material and temperature and returns to its starting value.

Work functions need one more distinction. Let $\phi_{\text{out}}=\phi+\chi$ be the potential just outside a surface, where $\chi$ comes from the surface dipole. The work function is the energy needed to bring an electron from $\bar\mu$ to that point:
\begin{equation}
W=-e\phi_{\text{out}}-\bar\mu=-e\chi-\mu .
\end{equation}
For two metals in isothermal contact $\bar\mu$ is common, so the outer potential changes by $-\Delta W/e$, whereas the inner potential changes by $\Delta\mu/e$. The two steps differ by the change of $\chi$. The argument about cancellation is the same for both: $W$ is a function of material, surface and temperature, so its steps cancel in an isothermal loop, but in a heated loop they cancel in general only together with its drift along the wires.

\section{A thermocouple with all terms shown}

Wire A is as before. Wire B has $n=10^{20}\,\mathrm{cm^{-3}}$ and $r=+\tfrac12$; the leads have $n=10^{21}\,\mathrm{cm^{-3}}$ and $r=-\tfrac12$. The temperatures are again 300 and 400~K. The changes along the path, in mV, are:
\begin{center}
\begin{tabular}{lrrr}
Piece & $\Delta\phi$ & $\Delta\mu/e$ & $\Delta V$\\
L/A, cold & $-383.3$ & $-383.3$ & $0.0$\\
wire A & $4.2$ & $-23.3$ & $27.5$\\
A/B, hot & $106.7$ & $106.7$ & $0.0$\\
wire B & $-9.8$ & $7.1$ & $-16.9$\\
B/L, cold & $292.8$ & $292.8$ & $0.0$\\
sum & $10.6$ & $0.0$ & $10.6$
\end{tabular}
\end{center}

The column $\Delta\phi$ was computed from Eq.~\eqref{eq:zero}, which contains neither $S$ nor $\bar\mu$. Its sum was tested against the integral of $S_B-S_A$ and agrees within $1\,\mu$V.

The wire entries can be checked by hand. $S_A$ is $-256.5\,\mu$V/K at 300~K and $-292.0\,\mu$V/K at 400~K, with mean $-274.3\,\mu$V/K; over 100~K, wire A contributes about $+27.4$~mV. For B the values $-152.1$ and $-184.2\,\mu$V/K have mean $-168.2\,\mu$V/K, which gives $-16.8$~mV on the way down. The sum is $10.6$~mV.

The contact steps follow from $\mu_B=70.3$~meV and $63.3$~meV at the two temperatures. Equation~\eqref{eq:steps} gives
\begin{equation}
(63.3+43.4)-(70.3+20.2)=106.7-90.5=16.2\ \text{meV},
\end{equation}
so the net contact step is $16.2$~mV. It is neither zero nor the voltage; the electrostatic changes in the wires, $4.2-9.8=-5.6$~mV, make up the difference. With a piece of material L inserted at the hot junction and a 450~K hot spot inside wire A, the computed voltage is unchanged at $10.6$~mV.

\section{When the contact account gives the right number}

For dilute carriers the division of $\phi$ between contacts and wires can be found in closed form. From $n\propto T^{3/2}e^{\eta}$ at fixed $n$, $d\eta/dT=-3/(2T)$. With $\mu=k_BT\eta$,
\begin{equation}
\frac{d\mu}{dT}=k_B\eta-\tfrac32k_B .
\end{equation}
In a wire $d\phi=dV+d\mu/e=-S\,dT+d\mu/e$. Using Eq.~\eqref{eq:dilute},
\begin{equation}
\frac{d\phi}{dT}=\frac{k_B}{e}\left(r+\tfrac52-\eta+\eta-\tfrac32\right)=\frac{k_B}{e}(r+1).
\end{equation}
The density has dropped out. At one temperature $\mu_B-\mu_A=k_BT\ln(n_B/n_A)$, so adding the net contact step to the two wires gives
\begin{equation}
\Delta V=\frac{k_B(T_h-T_c)}{e}\Big[\underbrace{\ln\frac{n_B}{n_A}}_{\text{contacts}}-\underbrace{(r_B-r_A)}_{\text{wires}}\Big].
\end{equation}
If the scattering exponents are equal, the electrostatic changes in the wires cancel and the net contact step equals the voltage. For $n=10^{16}$ and $10^{17}\,\mathrm{cm^{-3}}$ with $r=-\tfrac12$, the computed wire terms are $+4.3$ and $-4.3$~mV, and the net contact step and the voltage are both $19.84$~mV. Even here $V$ is constant across each junction. The agreement is a property of this case: the counter-example has equal densities and different $r$, so its contact term vanishes and its wire term remains.

For strongly degenerate carriers the agreement is in general lost even at equal $r$. The Sommerfeld expansion
\begin{equation}
\int h(\varepsilon)\left(-\frac{\partial f_0}{\partial\varepsilon}\right)d\varepsilon\simeq h(\mu)+\frac{\pi^2}{6}(k_BT)^2h''(\mu)
\end{equation}
with $h=\varepsilon^{p}(\varepsilon-\mu)$, for which $h(\mu)=0$ and $h''(\mu)=2p\mu^{p-1}$, gives to leading order
\begin{equation}
S\simeq-\frac{\pi^2k_B^2T}{3e}\,\frac{p}{E_F},
\end{equation}
where $E_F$ is the value of $\mu$ at $T=0$. The density is proportional to the same integral with $h=\varepsilon^{3/2}$. Keeping it fixed means $E_F^{3/2}=\mu^{3/2}+\tfrac{\pi^2}{8}(k_BT)^2\mu^{-1/2}$, so that
\begin{equation}
\mu\simeq E_F-\frac{\pi^2(k_BT)^2}{12E_F},\qquad \frac{d\mu}{dT}\simeq-\frac{\pi^2k_B^2T}{6E_F}=\frac{eS}{2p}.
\end{equation}
For equal $p$ in both wires, the net contact step is the integral of $(d\mu_B/dT-d\mu_A/dT)/e$, which is $\Delta V/(2p)$. With $r=-\tfrac12$, $p=1$, and the contact account gives half the voltage. The exception is $r=-1$, $p=\tfrac12$: the numerator of Eq.~\eqref{eq:zero} is then proportional to $dn/dx$, which vanishes along a wire, so $\phi$ is constant in the wires and the net contact step equals the voltage.

These ratios belong to the model: one parabolic band, a power-law $\tau$, and a band edge tied to $-e\phi$ at every temperature. They do not describe real thermocouple metals. The model always gives $S<0$, about $-1\,\mu$V/K at 300~K for $r=-\tfrac12$ and the electron density of copper, whereas the measured $S$ of copper near room temperature is positive. Equation~\eqref{eq:law}, used with measured $S$, does not depend on the model.

\section{Where the conditions matter}

If the material varies along a wire, $S$ depends on $x$ as well as on $T$, and $-\int S(x,T)\,(dT/dx)\,dx$ depends on where the gradient lies. A hot spot on a damaged or unevenly doped stretch can then change the reading. Likewise, if a junction is not isothermal, its graded region contributes a voltage of order $S\,\delta T$, where $\delta T$ is the temperature difference across it. If the meter draws a current $I$ and the temperatures stay as they were, the magnitude of its reading is lower than that of Eq.~\eqref{eq:law} by $|I|R$, where $R$ is the resistance of the wires, junctions and leads. If the leads meet the meter at different temperatures, they belong to the thermocouple circuit and their own $\int S\,dT$ must be included. The values computed here are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Cold, hot, hot-spot temperature: 300, 400, 450 K
Material A: n = 1e+19 cm^-3, r = -0.5
Material B: n = 1e+20 cm^-3, r = +0.5
Material lead: n = 1e+21 cm^-3, r = -0.5
A at 300 K: mu = -20.163 meV, S = -256.50 uV/K
A at 400 K: mu = -43.445 meV, S = -292.01 uV/K
B at 300 K: mu = 70.349 meV, S = -152.10 uV/K
B at 400 K: mu = 63.263 meV, S = -184.24 uV/K
Loop budget in mV: change of phi, of mu/e, of V = phi - mu/e
  junction lead/A, cold    -383.289   -383.289      0.000
  wire A, cold to hot         4.223    -23.282     27.505
  junction A/B, hot         106.708    106.708      0.000
  wire B, hot to cold        -9.789      7.085    -16.875
  junction B/lead, cold     292.777    292.777      0.000
  sum                        10.630      0.000     10.630
Integral of S_A dT, cold to hot: -27.505 mV
Integral of S_B dT, cold to hot: -16.875 mV
Voltage from integral of S_B - S_A: 10.630 mV
Voltage from zero-current condition: 10.630 mV
Sum of the three contact steps in phi: 16.196 mV
Sum of phi changes in the two wires: -5.566 mV
Isothermal loop at 300 K: A/B step 90.512 mV, voltage 0.000 mV
With inserted metal and hot spot: voltage 10.630 mV
Equal-density pair: n = 1e+19 cm^-3, r = -0.5 and +0.5
  step between wires 0.000 mV, sum of contact steps 0.000 mV
  voltage -8.291 mV (zero current), -8.291 mV (integral of S)
Dilute pair: n = 1e+16 and 1e+17 cm^-3, r = -0.5 for both
  voltage 19.838 mV, sum of contact steps 19.838 mV
  phi change in wires: 4.309 and -4.308 mV
  dilute-limit formula 19.842 mV
\end{verbatim}
